# Gauge Phases in the Projector-Augmented-Wave Method in a Uniform Magnetic Field: test program

```python
# RESULT UNDER TEST (Hartree atomic units, electron charge -1)
# In a uniform field B, with A = B x r / 2, the PAW transformation
#   T = 1 + sum (|phi> - |phi_smooth>) <projector|
# is not covariant under magnetic translations. Multiplying the partial waves
# and projectors of the atom at R by exp(i r.(R x B)/2) restores covariance.
# Without phases, an s level gets a false energy kappa*a^2, a = |B x R|/2,
# kappa = (1-f)/2, where f is the PAW oscillator-strength sum.
# Example: silicon 3s level, spherical nonrelativistic LDA atom, fixed potential.
# Radial functions are u(r) = r * (radial wave function), in a B-spline basis.
import math
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.interpolate import BSpline
from scipy.linalg import eigh, eigvals
from scipy.special import lpmv
from pyscf.dft import libxc

# ---------- symbolic check of the magnetic translation phase ----------
X = sp.symbols('x y z', real=True)
rvec = sp.Matrix(X)
Bs = sp.Matrix([sp.Rational(1, 5), -sp.Rational(1, 3), sp.Rational(1, 2)])
ts = sp.Matrix([sp.Rational(2, 3), sp.Rational(1, 4), -sp.Rational(3, 5)])
As = Bs.cross(rvec) / 2


def kinetic(g):
    total = 0
    for k in range(3):
        h = -sp.I * sp.diff(g, X[k]) + As[k] * g
        total += (-sp.I * sp.diff(h, X[k]) + As[k] * h) / 2
    return total


trial = (1 + sp.I * X[1]) * sp.exp(-X[0]**2 - 2 * X[1]**2 - X[2]**2 + X[0] * X[2])
move = {X[k]: X[k] - ts[k] for k in range(3)}
gauge = sp.exp(sp.I * rvec.dot(ts.cross(Bs)) / 2)
residual = (kinetic(gauge * trial.subs(move, simultaneous=True))
            - gauge * kinetic(trial).subs(move, simultaneous=True))
point = {X[0]: 0.31, X[1]: -0.22, X[2]: 0.47}
gauge_error = abs(complex(sp.N(residual.subs(point))))
assert gauge_error < 1e-11

# ---------- radial basis ----------
Z, rc, rmax, degree = 14, 2.0, 16.0, 7
inner = rc * np.expm1(4 * np.linspace(0, 1, 41)) / np.expm1(4)
breaks = np.r_[inner, np.linspace(rc, rmax, 29)[1:]]
knots = np.r_[np.zeros(degree), breaks, np.full(degree, rmax)]
spline = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
xg, wg = leggauss(10)
half = np.diff(breaks) / 2
r = (breaks[:-1, None] + half[:, None] * (xg + 1)).ravel()
w = (half[:, None] * wg).ravel()
b0, b1, b2 = [spline(r, nu=k)[:, 1:-1] for k in range(3)]
nb = b0.shape[1]
inside = r < rc


def bracket(left, f, right):
    return left.T @ ((w * f)[:, None] * right)


radial = {'1': bracket(b0, 1.0, b0), 'd': bracket(b0, 1.0, b1),
          '1/r': bracket(b0, 1 / r, b0), 'r': bracket(b0, r, b0),
          'r2': bracket(b0, r**2, b0)}
stiff = bracket(b1, 1.0, b1)
inv_r2 = bracket(b0, 1 / r**2, b0)


def radial_h(l, pot):
    return stiff / 2 + l * (l + 1) / 2 * inv_r2 + bracket(b0, pot, b0)


# ---------- self-consistent LDA atom ----------
occupation = {0: [2, 2, 2], 1: [6, 2]}
V = -(1 + (Z - 1) * np.exp(-1.5 * r)) / r
for iteration in range(250):
    density = np.zeros_like(r)
    for l, occ in occupation.items():
        vec = eigh(radial_h(l, V), radial['1'])[1]
        for k, q in enumerate(occ):
            density += q * (b0 @ vec[:, k])**2
    charge = np.sum(w * density)
    hartree = charge / rmax + b0 @ np.linalg.solve(stiff, b0.T @ (w * density / r)) / r
    vxc = np.ravel(libxc.eval_xc('LDA,VWN', density / (4 * np.pi * r**2), deriv=1)[1][0])
    V_new = -Z / r + hartree + vxc
    change = np.max(np.abs(r * (V_new - V)))
    V = V + 0.3 * (V_new - V)
    if change < 1e-10:
        break
assert change < 1e-8 and abs(charge - Z) < 1e-8
level = {l: eigh(radial_h(l, V), radial['1']) for l in (0, 1)}
e3s, c3s = level[0][0][2], level[0][1][:, 2]
e2p, c2p = level[1][0][0], level[1][1][:, 0]
e3p, c3p = level[1][0][1], level[1][1][:, 1]
r2_3s = c3s @ radial['r2'] @ c3s


# ---------- PAW data ----------
def smooth_match(values, powers):
    monos = [Polynomial.basis(int(q)) for q in powers]
    mat = np.array([[m.deriv(k)(rc) for m in monos] for k in range(len(values))])
    result = Polynomial([0.0])
    for c, m in zip(np.linalg.solve(mat, np.array(values)), monos):
        result = result + m * float(c)
    return result


near = np.abs(r - rc) < 0.5
V_fit = Polynomial.fit(r[near], V[near], 9)
V_poly = smooth_match([V_fit.deriv(k)(rc) for k in range(3)], [0, 2, 4])
V_smooth = np.where(inside, V_poly(r), V)


def make_wave(l, c, e):
    edge = [spline(rc, nu=k)[1:-1] @ c for k in range(4)]
    poly = smooth_match(edge, l + 1 + 2 * np.arange(4))
    ps = [np.where(inside, poly.deriv(k)(r), b @ c) for k, b in enumerate((b0, b1, b2))]
    chi = np.where(inside, (e - V_smooth - l * (l + 1) / (2 * r**2)) * ps[0] + ps[2] / 2, 0)
    return dict(l=l, c=c, e=e, poly=poly, u=b0 @ c, du=b1 @ c, pu=ps[0], pdu=ps[1], chi=chi)


def second_wave(l):
    k = int(np.argmax(level[l][0] > 0.5))
    c = level[l][1][:, k]
    c = c / np.sqrt(np.sum((w * (b0 @ c)**2)[inside]))
    return make_wave(l, c, level[l][0][k])


# angular channels (l,m), quantized along z
xc_, wc_ = leggauss(12)
ph = 2 * np.pi * np.arange(12) / 12
ct, phi = [g.ravel() for g in np.meshgrid(xc_, ph, indexing='ij')]
wang = np.repeat(wc_, 12) * 2 * np.pi / 12
st = np.sqrt(1 - ct**2)
dirs = np.c_[st * np.cos(phi), st * np.sin(phi), ct]
channels = [(l, m) for l in range(3) for m in range(-l, l + 1)]
nch = len(channels)


def harmonic(l, m):
    k = abs(m)
    norm = math.sqrt((2*l + 1) / (4*math.pi) * math.factorial(l - k) / math.factorial(l + k))
    y = norm * lpmv(k, l, ct) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * y.conj()


Y = np.array([harmonic(l, m) for l, m in channels]).T


def angular(f):
    return Y.conj().T @ ((wang * f)[:, None] * Y)


I_ang = np.eye(nch)
L2 = np.diag([l * (l + 1.0) for l, m in channels])
Cz = angular(ct)
Gz = -(L2 @ Cz - Cz @ L2) / 2
Ay = angular(dirs[:, 1])
Ayz = angular(dirs[:, 1]**2 + dirs[:, 2]**2)
raising = np.zeros((nch, nch))
for j, (l, m) in enumerate(channels):
    if m < l:
        raising[channels.index((l, m + 1)), j] = math.sqrt(l * (l + 1) - m * (m + 1))
Lx = (raising + raising.T) / 2


def make_paw(waves):
    n = len(waves)
    ls = np.array([q['l'] for q in waves])
    U, DU, PU, PDU, CHI = [np.array([q[k] for q in waves])
                           for k in ('u', 'du', 'pu', 'pdu', 'chi')]
    delta = {k: (w * f * U) @ U.T - (w * f * PU) @ PU.T
             for k, f in (('1', 1.0), ('1/r', 1 / r), ('r', r), ('r2', r**2))}
    delta['d'] = (w * U) @ DU.T - (w * PU) @ PDU.T
    same = (ls[:, None] == ls[None, :]).astype(float)
    cross = same * ((w * PU) @ CHI.T)
    projector = np.linalg.inv(cross).T @ CHI
    dH = same * delta['1'] * np.array([q['e'] for q in waves])[None, :] + cross
    delta['atom'] = (dH + dH.T) / 2
    pairs = [(i, j) for i in range(n) for j, (l, m) in enumerate(channels) if l == ls[i]]
    iw, ic = np.array(pairs).T
    return dict(waves=waves, delta=delta, projector=projector, iw=iw, ic=ic)


wave_s, wave_p = make_wave(0, c3s, e3s), make_wave(1, c3p, e3p)
paw_sets = {1: make_paw([wave_s, wave_p]),
            2: make_paw([wave_s, second_wave(0), wave_p, second_wave(1)])}

# ---------- covariance of the transformation by explicit 3D integrals ----------
def real_harmonics(l, unit):
    if l == 0:
        return [np.full(len(unit), math.sqrt(1 / (4 * math.pi)))]
    return [math.sqrt(3 / (4 * math.pi)) * unit[:, k] for k in range(3)]


r_in, w_in = r[inside], w[inside]
ball = (r_in[:, None, None] * dirs[None]).reshape(-1, 3)
ball_unit = np.tile(dirs, (len(r_in), 1))
ball_w = (w_in[:, None] * wang[None]).ravel()


def transform(psi, sites, B, phased, pts):
    out = psi(pts).astype(complex)
    paw = paw_sets[1]
    for R in sites:
        k = np.cross(R, B) / 2 if phased else np.zeros(3)
        values = np.exp(-1j * (ball + R) @ k) * psi(ball + R)
        rel = pts - R
        dist = np.linalg.norm(rel, axis=1)
        hit = dist < rc
        d = dist[hit]
        for i, q in enumerate(paw['waves']):
            radial_p = np.repeat(paw['projector'][i][inside] * r_in, len(dirs))
            diff = (spline(d)[:, 1:-1] @ q['c'] - q['poly'](d)) / d
            for yb, yp in zip(real_harmonics(q['l'], ball_unit),
                              real_harmonics(q['l'], rel[hit] / d[:, None])):
                amplitude = np.sum(ball_w * radial_p * yb * values)
                out[hit] += np.exp(1j * pts[hit] @ k) * diff * yp * amplitude
    return out


def covariance_error(t, B, phased):
    sites = np.array([[1.0, -2.0, 0.5], [5.5, 1.0, -1.0]])
    rng = np.random.default_rng(4)
    pts = np.concatenate([R + rng.uniform(-0.9, 0.9, (30, 3)) for R in sites])
    k = np.cross(t, B) / 2

    def psi(x):
        return np.exp(-0.05 * np.sum((x - 1.0)**2, axis=1) + 1j * x @ np.array([.2, -.1, .3]))

    def moved(x):
        return np.exp(1j * x @ k) * psi(x - t)
    left = transform(moved, sites + t, B, phased, pts + t)
    right = np.exp(1j * (pts + t) @ k) * transform(psi, sites, B, phased, pts)
    return np.max(np.abs(left - right))


B_test, t_test = np.array([0.02, -0.03, 0.05]), np.array([6.0, -4.0, 3.0])
cov_plain = covariance_error(t_test, B_test, False)
cov_phase = covariance_error(t_test, B_test, True)
cov_parallel = covariance_error(100 * B_test, B_test, False)
assert cov_phase < 1e-10 and cov_parallel < 1e-10 and cov_plain > 1e-3

# ---------- pseudo Hamiltonian: B along x, R along y, constant a along z ----------
grid_atom = (np.kron(I_ang, stiff / 2 + bracket(b0, V_smooth, b0))
             + np.kron(L2, inv_r2 / 2))
grid_S = np.kron(I_ang, radial['1'])


def field_terms(a, B):
    return [(a * a / 2, I_ang, '1'), (-1j * a, Cz, 'd'), (-1j * a, Gz, '1/r'),
            (B / 2, Lx, '1'), (B * B / 8, Ayz, 'r2'), (a * B / 2, Ay, 'r')]


def on_grid(terms):
    return sum(c * np.kron(ang, radial[k]) for c, ang, k in terms)


def on_site(paw, terms):
    iw, ic = paw['iw'], paw['ic']
    return sum(c * ang[np.ix_(ic, ic)] * paw['delta'][k][np.ix_(iw, iw)]
               for c, ang, k in terms)


def phase_matrix(a):
    pair = (Y.conj() * wang[:, None])[:, :, None] * Y[:, None, :4]
    wave = np.exp(-1j * a * r[:, None] * ct[None, :])
    return (wave @ pair.reshape(len(ct), -1)).reshape(len(r), nch, 4)


def projectors(paw, a):
    W = phase_matrix(a)
    cols = [(b0.T @ ((w * paw['projector'][i])[:, None] * W[:, :, j])).T.ravel()
            for i, j in zip(paw['iw'], paw['ic'])]
    return np.array(cols).T


def operators(paw, a, B, phased):
    P = projectors(paw, a if phased else 0.0)
    site = [(1.0, I_ang, 'atom')] + field_terms(0.0 if phased else a, B)
    H = grid_atom + on_grid(field_terms(a, B)) + P @ on_site(paw, site) @ P.conj().T
    S = grid_S + P @ on_site(paw, [(1.0, I_ang, '1')]) @ P.conj().T
    return (H + H.conj().T) / 2, (S + S.conj().T) / 2


def start_vector(a):
    rhs = b0.T @ ((w * wave_s['pu'])[:, None] * phase_matrix(a)[:, :, 0])
    return np.linalg.solve(radial['1'], rhs).T.ravel()


def energy(paw, R, B, phased):
    a = B * R / 2
    H, S = operators(paw, a, B, phased)
    x = start_vector(a)
    for _ in range(4):
        e = (x.conj() @ H @ x).real / (x.conj() @ S @ x).real
        x = np.linalg.solve(H - e * S, S @ x)
        x /= np.linalg.norm(x)
    return (x.conj() @ H @ x).real / (x.conj() @ S @ x).real


# ---------- all-electron oscillator strengths of 3s ----------
chan_p = channels.index((1, 0))
v_ae = (Cz[chan_p, 0].real * radial['d'] + Gz[chan_p, 0].real * radial['1/r']) @ c3s
f_ae = 2 * v_ae @ np.linalg.solve(radial_h(1, V) - e3s * radial['1'], v_ae)
f_2p = 2 * (c2p @ v_ae)**2 / (e2p - e3s)
f_3p = 2 * (c3p @ v_ae)**2 / (e3p - e3s)
assert abs(f_ae - 1) < 1e-4

# ---------- PAW sum rule against nonperturbative energies ----------
B0, R0 = 0.004, 10.0
a0 = B0 * R0 / 2
true_shift = B0**2 * r2_3s / 12
results = {}
for number, paw in paw_sets.items():
    H0, S0 = operators(paw, 0.0, 0.0, False)
    x0 = start_vector(0.0)
    x0 = x0 / np.sqrt((x0.conj() @ S0 @ x0).real)
    P0 = projectors(paw, 0.0)
    mom = [(-1j, Cz, 'd'), (-1j, Gz, '1/r')]
    v = on_grid(mom) @ x0 + P0 @ (on_site(paw, mom) @ (P0.conj().T @ x0))
    blk = slice(chan_p * nb, (chan_p + 1) * nb)
    vp = v[blk]
    f = 2 * (vp.conj() @ np.linalg.solve((H0 - e3s * S0)[blk, blk], vp)).real
    xp = np.linalg.solve(radial['1'], b0.T @ (w * wave_p['pu']))
    f3 = 2 * abs(xp @ vp)**2 / (e3p - e3s)
    kappa = (1 - f) / 2
    e_zero = energy(paw, 0.0, 0.0, False)
    e_home = energy(paw, 0.0, B0, True)
    e_phase = energy(paw, R0, B0, True)
    e_plain = energy(paw, R0, B0, False)
    e_half = energy(paw, R0 / 2, B0, False)
    s_blk = slice(0, nb)
    s_min = min(eigh(S0[q, q], radial['1'], eigvals_only=True)[0] for q in (s_blk, blk))
    low = [np.min(eigvals(H0[q, q], S0[q, q]).real) for q in (s_blk, blk)]
    assert abs(e_zero - e3s) < 1e-5
    assert abs(f3 - f_3p) < 1e-3 * abs(f_3p)
    assert abs(e_phase - e_home) < 1e-8
    assert abs(e_home - e_zero - true_shift) < 0.01 * true_shift
    for e_test, a in ((e_plain, a0), (e_half, a0 / 2)):
        false = e_test - e_home
        assert abs(false - kappa * a * a) < 0.02 * abs(kappa) * a * a + 3e-8
    assert abs(e_plain - e_home) > 10 * abs(e_phase - e_home)
    results[number] = dict(f=f, f3=f3, kappa=kappa, e0=e_zero, home=e_home - e_zero,
                           phase=e_phase - e_home, plain=e_plain - e_home,
                           half=e_half - e_home, smin=s_min, low=low)

# ---------- report ----------
tesla = const.physical_constants['atomic unit of mag. flux density'][0]
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
print("Silicon atom, spherical nonrelativistic LDA (Slater + VWN)")
print(f"augmentation radius                 {rc:.2f} bohr")
print(f"levels 2p, 3s, 3p                   {e2p:.5f} {e3s:.5f} {e3p:.5f} Ha")
print(f"<r^2> of 3s                         {r2_3s:.4f} bohr^2")
print("Covariance test, two atoms, largest wave-function mismatch")
print(f"ordinary PAW, general shift         {cov_plain:.3e} bohr^-3/2 (trial peak about 1)")
print(f"ordinary PAW, shift along B         {cov_parallel:.1e} bohr^-3/2")
print(f"PAW with phases, general shift      {cov_phase:.1e} bohr^-3/2")
print("All-electron oscillator strengths from 3s (dimensionless)")
print(f"total                               {f_ae:.6f}")
print(f"to 2p (Pauli-forbidden)             {f_2p:.5f}")
print(f"to 3p                               {f_3p:.5f}")
print(f"to all higher p states              {f_ae - f_2p - f_3p:.5f}")
print(f"half the 2p strength                {f_2p / 2:.5f}")
print(f"field B                             {B0:.4f} a.u. = {B0 * tesla:.1f} T")
print(f"distance R; a = B R / 2             {R0:.1f} bohr; {a0:.4f} a.u.")
print(f"true shift B^2<r^2>/12              {true_shift * 1e6:.4f} microhartree")
for number, q in results.items():
    print(f"PAW with {number} partial wave(s) per s and p channel")
    print(f"  zero-field 3s level               {q['e0']:.6f} Ha")
    print(f"  oscillator sum f; 3p part; rest   {q['f']:.5f}; {q['f3']:.5f}; {q['f']-q['f3']:.5f}")
    print(f"  kappa = (1-f)/2                   {q['kappa']:.6f}")
    print(f"  field shift at origin             {q['home'] * 1e6:.4f} microhartree")
    print(f"  extra shift at R, with phases     {q['phase'] * 1e6:.5f} microhartree")
    print(f"  extra shift at R, no phases       {q['plain'] * 1e6:.4f} microhartree")
    print(f"    the same in eV                  {q['plain'] * hartree_eV:.3e} eV")
    print(f"  kappa a^2 prediction              {q['kappa'] * a0**2 * 1e6:.4f} microhartree")
    print(f"  extra shift at R/2, no phases     {q['half'] * 1e6:.4f} microhartree")
    print(f"  false magnetizability at R        {-q['kappa'] * R0**2 / 2:.4f} a.u.")
    print(f"  R where |false| = true shift      {math.sqrt(r2_3s/(3*abs(q['kappa']))):.3f} bohr")
    print(f"  smallest overlap eigenvalue       {q['smin']:.4f}")
    print(f"  lowest pseudo s and p levels      {q['low'][0]:.5f} {q['low'][1]:.5f} Ha")
print(f"true 3s magnetizability -<r^2>/6    {-r2_3s / 6:.4f} a.u. per electron")
print(f"omitted spin Zeeman energy B/2      {B0 / 2 * 1e6:.1f} microhartree")
print(f"omitted relativistic scale (Z alpha)^2  {(Z * const.fine_structure)**2:.5f}")
print("every check passed")
```

Printed output:

```
Silicon atom, spherical nonrelativistic LDA (Slater + VWN)
augmentation radius                 2.00 bohr
levels 2p, 3s, 3p                   -3.51493 -0.39814 -0.15329 Ha
<r^2> of 3s                         5.4652 bohr^2
Covariance test, two atoms, largest wave-function mismatch
ordinary PAW, general shift         1.795e-01 bohr^-3/2 (trial peak about 1)
ordinary PAW, shift along B         4.4e-14 bohr^-3/2
PAW with phases, general shift      2.8e-14 bohr^-3/2
All-electron oscillator strengths from 3s (dimensionless)
total                               1.000000
to 2p (Pauli-forbidden)             -0.06012
to 3p                               0.86713
to all higher p states              0.19298
half the 2p strength                -0.03006
field B                             0.0040 a.u. = 940.2 T
distance R; a = B R / 2             10.0 bohr; 0.0200 a.u.
true shift B^2<r^2>/12              7.2869 microhartree
PAW with 1 partial wave(s) per s and p channel
  zero-field 3s level               -0.398135 Ha
  oscillator sum f; 3p part; rest   0.94440; 0.86713; 0.07726
  kappa = (1-f)/2                   0.027802
  field shift at origin             7.2868 microhartree
  extra shift at R, with phases     0.00003 microhartree
  extra shift at R, no phases       11.1158 microhartree
    the same in eV                  3.025e-04 eV
  kappa a^2 prediction              11.1208 microhartree
  extra shift at R/2, no phases     2.7798 microhartree
  false magnetizability at R        -1.3901 a.u.
  R where |false| = true shift      8.095 bohr
  smallest overlap eigenvalue       0.6866
  lowest pseudo s and p levels      -0.39813 -0.15329 Ha
PAW with 2 partial wave(s) per s and p channel
  zero-field 3s level               -0.398135 Ha
  oscillator sum f; 3p part; rest   1.02515; 0.86713; 0.15802
  kappa = (1-f)/2                   -0.012575
  field shift at origin             7.2868 microhartree
  extra shift at R, with phases     0.00003 microhartree
  extra shift at R, no phases       -5.0291 microhartree
    the same in eV                  -1.368e-04 eV
  kappa a^2 prediction              -5.0299 microhartree
  extra shift at R/2, no phases     -1.2575 microhartree
  false magnetizability at R        0.6287 a.u.
  R where |false| = true shift      12.036 bohr
  smallest overlap eigenvalue       0.2095
  lowest pseudo s and p levels      -0.39813 -0.15329 Ha
true 3s magnetizability -<r^2>/6    -0.9109 a.u. per electron
omitted spin Zeeman energy B/2      2000.0 microhartree
omitted relativistic scale (Z alpha)^2  0.01044
every check passed
```
